\section*{Current distribution beneath a circular contact on a semiconductor half-space}

\section*{The system}

A flat circular metal contact of radius $a$ lies on the surface $z=0$ of a semiconductor filling $z>0$. The semiconductor is homogeneous and isotropic and obeys Ohm's law with resistivity $\rho$. The surface outside the contact is insulating. A steady current $I>0$ enters through the contact and leaves at a remote electrode, where the potential $\phi$ is zero. The density $J(r)$, at distance $r$ from the centre of the contact, is positive into the semiconductor. Until part (d) the semiconductor surface under the metal is an equipotential, which means that the interface itself has no resistance.

\section*{Part (a): potential of a surface current}

\textbf{Question.} Express the potential in the semiconductor through $J$. Show that the expression satisfies the condition of no current through the free surface.

\textbf{Answer.} Let a current $\mathrm dI$ enter at one point of an insulating surface. By symmetry it spreads radially over hemispheres of area $2\pi R^2$, where $R$ is the distance from the point. This flow runs along the surface and never crosses it. The field is $E=\rho\,\mathrm dI/(2\pi R^2)$, and integration from $R$ to infinity gives
\begin{equation}
\mathrm d\phi=\int_R^\infty\frac{\rho\,\mathrm dI}{2\pi R'^2}\,\mathrm dR'=\frac{\rho\,\mathrm dI}{2\pi R}.
\end{equation}
The equations are linear, so the contributions $\mathrm dI=J\,\mathrm dA$ add:
\begin{equation}
\phi=\frac{\rho}{2\pi}\int_{\rm contact}\frac{J\,\mathrm dA}{R}.
\label{eq:sup}
\end{equation}
The downward current density at depth $z$ follows from $\partial(1/R)/\partial z=-z/R^3$:
\begin{equation}
j_z=-\frac1\rho\frac{\partial\phi}{\partial z}=\int_{\rm contact} J\,\frac{z}{2\pi R^3}\,\mathrm dA .
\end{equation}
As $z\to0$ the weight $z/(2\pi R^3)$ vanishes except directly above the field point. Its integral over the whole plane is
\begin{equation}
\int_0^\infty\frac{z\,s\,\mathrm ds}{(s^2+z^2)^{3/2}}=\left[-\frac{z}{\sqrt{s^2+z^2}}\right]_0^\infty=1 .
\end{equation}
Hence $j_z\to J(r)$ under the contact and $j_z\to0$ outside it, as required.

\section*{Part (b): the equipotential density}

\textbf{Question.} Show that
\begin{equation}
J(r)=\frac{I}{2\pi a\sqrt{a^2-r^2}},\qquad r<a,
\label{eq:J}
\end{equation}
makes the contact an equipotential. Find the resistance to the remote electrode, and explain why no other density will do.

\textbf{Answer.} Choose a field point $P$ on the contact at distance $d$ from the centre, and use polar coordinates $(s,\psi)$ about $P$. Then $\mathrm dA=s\,\mathrm ds\,\mathrm d\psi$ and $R=s$, so $\mathrm dA/R=\mathrm ds\,\mathrm d\psi$. The rays at $\psi$ and $\psi+\pi$ together form a complete chord through $P$, and letting $\psi$ run from $0$ to $\pi$ covers the disc once.

The chord passes the centre at distance $p=d|\sin\psi|$. With $t$ the position along it, measured from its midpoint, $r^2=p^2+t^2$. Put $c^2=a^2-p^2$; the chord runs from $t=-c$ to $t=c$, and
\begin{equation}
\int_{-c}^{c}\frac{\mathrm dt}{\sqrt{a^2-p^2-t^2}}
=\left[\arcsin\frac tc\right]_{-c}^{c}=\pi .
\end{equation}
This value does not depend on $p$, and therefore depends on neither $\psi$ nor $d$. Equation \eqref{eq:sup} becomes
\begin{equation}
\phi(P)=\frac{\rho}{2\pi}\,\frac{I}{2\pi a}\int_0^\pi\pi\,\mathrm d\psi
=\frac{\rho I}{4\pi^2a}\,\pi^2=\frac{\rho I}{4a}.
\end{equation}
The contact is an equipotential at $V=\rho I/(4a)$, and the spreading resistance is
\begin{equation}
R_{\rm s}=\frac VI=\frac{\rho}{4a}.
\end{equation}
That the total current of \eqref{eq:J} is indeed $I$ is confirmed in part (c).

For uniqueness, let $w$ be the difference of two potentials with the same contact voltage. Since $\nabla^2w=0$, we have $\nabla\cdot(w\nabla w)=|\nabla w|^2$, and the divergence theorem gives
\begin{equation}
\int|\nabla w|^2\,\mathrm dV=\oint w\,\frac{\partial w}{\partial n}\,\mathrm dS .
\end{equation}
On the contact $w=0$; on the free surface $\partial w/\partial n=0$. On a far hemisphere of radius $R$, $w$ falls as $1/R$, its gradient as $1/R^2$, and the area grows as $R^2$, so that contribution falls as $1/R$. A thin tube around the rim contributes nothing in the limit, provided that the potential is bounded and no finite current is concentrated on the rim line. Thus $\nabla w=0$, and since $w$ vanishes on the contact, $w=0$ everywhere.

If the current is prescribed instead of the voltage, a second solution can be rescaled to the first one's voltage. The two then coincide, and equality of their currents fixes the scale factor at one.

\section*{Part (c): the outer part of the area}

\textbf{Question.} Find the share of the current carried by the outermost fraction $f$ of the contact area. Show that the outermost quarter carries exactly half the current. Where does the local density equal its mean over the contact?

\textbf{Answer.} A ring of radius $r'$ and width $\mathrm dr'$ has area $2\pi r'\,\mathrm dr'$. The current inside radius $r$ is
\begin{equation}
I_<(r)=\int_0^r 2\pi r'J(r')\,\mathrm dr'
=\frac Ia\int_0^r\frac{r'\,\mathrm dr'}{\sqrt{a^2-r'^2}} .
\end{equation}
Substitute $u=a^2-r'^2$, so that $r'\,\mathrm dr'=-\mathrm du/2$. The minus sign is absorbed by exchanging the limits:
\begin{align}
I_<(r)&=\frac{I}{2a}\int_{a^2-r^2}^{a^2}u^{-1/2}\,\mathrm du
=\frac Ia\left[\sqrt u\right]_{a^2-r^2}^{a^2}\\
&=I\left(1-\sqrt{1-\frac{r^2}{a^2}}\right).
\end{align}
At $r=a$ this equals $I$, which confirms the normalization of \eqref{eq:J}. The current outside $r$ is the remainder,
\begin{equation}
I_>(r)=I-I_<(r)=I\sqrt{1-\frac{r^2}{a^2}} .
\end{equation}
The area outside $r$, as a fraction of the whole, is
\begin{equation}
f=\frac{\pi a^2-\pi r^2}{\pi a^2}=1-\frac{r^2}{a^2},
\end{equation}
and therefore
\begin{equation}
\frac{I_>}{I}=\sqrt f .
\label{eq:root}
\end{equation}
For the outermost quarter of the area, $f=1/4$ and
\begin{equation}
\frac{I_>}{I}=\sqrt{\frac14}=\frac12 .
\end{equation}
Its inner boundary lies where $r^2/a^2=3/4$, at $r=\sqrt3\,a/2\approx0.866a$. The quarter refers to area: the ring occupies about 13\% of the radius.

The mean density is $\bar J=I/(\pi a^2)$. Dividing \eqref{eq:J} by it gives
\begin{equation}
\frac{J(r)}{\bar J}=\frac{a}{2\sqrt{a^2-r^2}}=\frac{1}{2\sqrt f},
\end{equation}
where $f$ is the area fraction outside $r$. At the centre, $f=1$ and the density is half the mean. It equals the mean at $f=1/4$, so the outermost quarter is also the region in which the density exceeds its mean.

The density diverges at the rim, but as an inverse square root, and the current stays finite: by \eqref{eq:root} the outermost 1\% of the area carries 10\% of it. Current from the rim can spread sideways as well as downwards. A uniform density would make the centre more positive than the rim, and the equipotential condition removes this difference by moving current outwards.

\section*{Part (d): an interface with resistance}

\textbf{Question.} Suppose that the interface has a specific contact resistivity $\rho_{\rm c}$, so that current crossing it causes a drop $\rho_{\rm c}J$. Which dimensionless number controls the distribution? What share does the outer quarter carry when this number is large, and what happens to the rim divergence?

\textbf{Answer.} The metal is still at one voltage $V$, but the semiconductor surface beneath it is not. The condition is now
\begin{equation}
V=\phi(r)+\rho_{\rm c}J(r).
\label{eq:rc}
\end{equation}
To compare the two terms, try a uniform density $\bar J$. At the centre, where $\mathrm dA/R=2\pi\,\mathrm ds$, equation \eqref{eq:sup} gives $\phi=\rho\bar J a$. The ratio of interface drop to this potential is
\begin{equation}
\beta=\frac{\rho_{\rm c}\bar J}{\rho\bar J a}=\frac{\rho_{\rm c}}{\rho a}.
\end{equation}
For $\beta\gg1$ nearly all the voltage falls across the interface. Then $J\approx V/\rho_{\rm c}$ is nearly uniform, and the outer quarter carries a quarter of the current. At any $\beta>0$ the divergence is gone: with current entering everywhere, $\phi>0$, and \eqref{eq:rc} requires $J<V/\rho_{\rm c}$.

Intermediate cases need a numerical solution. The contact was divided into 600 concentric rings, each with its own uniform density, and \eqref{eq:rc} was imposed at one radius in each ring. No density law was assumed. For $\beta=0$ this gave an outer-quarter share of 0.50000 and $R_{\rm s}a/\rho=0.25000$, in agreement with parts (b) and (c). For finite $\beta$ it gave:
\begin{center}
\begin{tabular}{lcccc}
$\beta$ & 0.01 & 0.1 & 1 & 100\\
outer-quarter share & 0.476 & 0.384 & 0.279 & 0.250
\end{tabular}
\end{center}
The one-half result thus belongs to the limit $\beta\to0$.

\section*{Part (e): a contact on germanium}

\textbf{Question.} A contact of radius $50~\mu$m on p-type Ge carries 10 mA at 300 K. The hole density is $N=10^{17}$ cm$^{-3}$ and the mobility is $\mu=1000$ cm$^2$/Vs. Find the spreading resistance, the voltage, and the currents on both sides of the boundary of the outer quarter, using the ideal model.

\textbf{Answer.} The cubic symmetry of Ge makes its low-field conductivity isotropic. With $a=5.0\times10^{-3}$ cm,
\begin{align}
\rho&=\frac{1}{qN\mu}=\frac{1}{(1.602\times10^{-19})(10^{17})(1000)}=0.0624~\Omega\,\mathrm{cm},\\
R_{\rm s}&=\frac{0.0624}{4(5.0\times10^{-3})}=3.12~\Omega,\\
V&=(0.010)(3.12)=0.0312~\mathrm V .
\end{align}
The boundary is at $0.866\times50=43.3~\mu$m. The outer ring, $6.7~\mu$m wide, carries 5 mA, and the disc inside it carries the other 5 mA. The mean density is 127 A/cm$^2$ and the central density is 64 A/cm$^2$.

\section*{Part (f): how good is the ideal model here?}

\textbf{Question.} The metal's Fermi level lies $\Phi=0.10$ eV above the valence-band edge at the interface. Treat the holes as two isotropic parabolic bands of masses 0.33 and 0.043 electron masses, and let every hole that reaches the interface cross it. Estimate $\rho_{\rm c}$ and its effect on the outer quarter. Then assess the other main assumptions.

\textbf{Answer.} In equilibrium the one-way hole current density from a band of mass $m$ is
\begin{align}
J_m&=\frac{2q}{h^3}e^{-\Phi/kT}
\left(\int_{-\infty}^{\infty}e^{-p^2/2mkT}\mathrm dp\right)^{2}
\int_0^\infty\frac pm e^{-p^2/2mkT}\mathrm dp\\
&=\frac{2q}{h^3}e^{-\Phi/kT}(2\pi mkT)(kT)
=\frac{4\pi qmk^2}{h^3}T^2e^{-\Phi/kT}.
\end{align}
The factor 2 counts spin. Summing over the bands gives $J_0=AT^2e^{-\Phi/kT}$ with $A=44.8$ A/(cm$^2$K$^2$). A small voltage drop $v$ from metal to semiconductor multiplies the hole flow towards the metal by $e^{-qv/kT}$ and leaves the opposite flow unchanged. The net density into the semiconductor is $J_0(1-e^{-qv/kT})\approx J_0qv/kT$, so
\begin{equation}
\rho_{\rm c}=\frac{kT/q}{J_0}
=\frac{0.02585}{(44.8)(300)^2}\,e^{0.10/0.02585}
=3.07\times10^{-7}~\Omega\,\mathrm{cm}^2 .
\end{equation}
Then
\begin{equation}
\beta=\frac{3.07\times10^{-7}}{(0.0624)(5.0\times10^{-3})}=9.8\times10^{-4}.
\end{equation}
The ring solution lowers the outer share by 0.0035, to about 49.7\%, and raises the total resistance by 0.3\%. In its outermost ring the interface drop is 0.8 mV, well below $kT/q=25.9$ mV, which justifies the linear law. The value of $\rho_{\rm c}$ is a rough estimate, because it assumes that the holes arriving at the interface have an equilibrium distribution. Where the bands are nearly flat, as here, the current itself distorts that distribution, and the drop to be added to Ohm's law depends on the scattering. In simple relaxation-time models it is about half the thermionic value for an energy-independent mean free path, about 0.65 of it for two bands with one common scattering time, and somewhat above it when the scattering time grows as $E^{3/2}$, as for ionized impurities. Partial reflection at the interface would raise it further. The normal component of the field there, $\rho J$, is about 160 V/cm in the outermost ring (225 V/cm with half this $\rho_{\rm c}$), below the rough 1000 V/cm at which hole drift in Ge becomes nonlinear. This component is what the program prints as the rim field; the component along the surface was not evaluated.

The material values are rough, typical ones. Whether $\beta$ is negligible depends strongly on the barrier and on the radius. In the thermionic formula, a barrier higher by $kT\ln10\approx0.06$ eV multiplies $\rho_{\rm c}$ by ten and brings the share near 0.476. The height meant is the effective one; at this doping image-force lowering would take back roughly 16 meV of a nominal 0.06 eV. With the materials and this estimate of $\rho_{\rm c}$ held fixed, shrinking the radius to about $0.5~\mu$m gives $\beta\approx0.1$ and a share near 0.38; with half that $\rho_{\rm c}$ the share would be about 0.42. These figures need a current below roughly $50~\mu$A to stay in the linear regime; 10 mA would exceed $J_0$ on such a contact. They are also only indicative, because in the ideal model a third to a half of the current then enters within a mean free path of the rim. An interfacial layer that holes must tunnel through would raise $\rho_{\rm c}$ if the barrier stayed the same; in real contacts such a layer can also change the barrier.

The other assumptions fare as follows.
\begin{itemize}
\item \emph{Carrier statistics and band bending.} The valence-band density of states is $N_v=5.0\times10^{18}$ cm$^{-3}$, so $N/N_v=0.02$ and the holes are non-degenerate. The bulk Fermi level is $kT\ln(N_v/N)=0.101$ eV above the band edge, within about 1 meV of $\Phi$. The bands are nearly flat, and there is no appreciable depletion barrier.
\item \emph{Wafer thickness.} An equipotential back plane at $t=500~\mu$m adds image currents of alternating sign at distances $2nt$ above and below the contact. They shift its potential by
\begin{equation}
2\sum_{n=1}^{\infty}(-1)^n\frac{\rho I}{2\pi(2nt)}=-\frac{\rho I\ln2}{2\pi t}
\end{equation}
to leading order in $a/t$. Relative to $\rho I/(4a)$ this is $-(2\ln2/\pi)(a/t)=-4.4\%$. The shift is nearly uniform over the contact, so it hardly redistributes current: the ring solution changes the outer share by less than $10^{-4}$.
\item \emph{Ohm's law at the rim.} The mean free path, estimated as thermal speed times $\mu m/q$ with all holes taken as heavy, is 35 nm. If both bands have the same scattering time, light holes carry about a quarter of the current and have a longer path, about 75 nm. In the ideal model 3.7\% of the current enters within 35 nm of the rim and 5.5\% within 75 nm, where a local Ohm's law is doubtful. These percentages indicate how much current is affected; the resulting change in the outer share was not calculated.
\item \emph{Insulating surface.} A surface layer of $10^{12}$ holes/cm$^2$ would have a sheet conductance $2\times10^{-3}$ of the bulk scale $a/\rho$, if its mobility were the same. A bulk layer of thickness $10^{12}/10^{17}$ cm $=100$ nm has the same sheet conductance, so this length sets the scale of the disturbed region at the rim. The effect on the outer share was not calculated.
\item \emph{Joule and Peltier heat.} Let $\kappa=0.6$ W/(cm\,K) be the thermal conductivity, and let no heat leave through the surface or the metal. The temperature rise $\theta$ due to Joule heat alone then satisfies $\kappa\theta=(V\phi-\phi^2/2)/\rho$. Indeed $\nabla^2\phi=0$ gives $\kappa\nabla^2\theta=-|\nabla\phi|^2/\rho$, the Joule source, and the normal derivative, proportional to $(V-\phi)\,\partial\phi/\partial n$, vanishes on the contact and on the free surface. The peak, at $\phi=V$, is $V^2/(2\rho\kappa)=13$ mK. Peltier heat is larger here and has the opposite sign. If phonons dominate the scattering, each hole entering from the metal takes up an energy of about $\Phi+2kT=0.15$ eV, so the contact absorbs heat at the density $\Pi J$ with $\Pi\approx0.15$ V. Heat flow obeys the same equations as current flow, and the contact temperature falls by $\Pi I/(4a\kappa)\approx0.13$ K. The net result is a slight cooling of about 0.11 K. If ionized impurities dominate the scattering, the energy per hole is closer to $\Phi+4kT$ and the net cooling about 0.16 K. Either value is small against 300 K. The associated Seebeck voltage raises $V$ by 0.2 to 0.3\%, comparable with the effect of $\rho_{\rm c}$, but the Peltier cooling is uniform over the contact and to leading order does not shift the outer share.
\end{itemize}
For this contact the corrections to the outer share that were calculated amount to less than half a percentage point. Those left uncalculated, at the rim, may be as large or larger. The full numerical output follows the text.

\section*{Calculated quantities}
\begin{verbatim}
SCALED TESTS (a = rho = I = 1)
potential on disc at r/a = 0.00: 0.250000
potential on disc at r/a = 0.30: 0.250000
potential on disc at r/a = 0.70: 0.250000
potential on disc at r/a = 0.95: 0.250000
normal flux at r/a = 0.6: 0.19892
stated density at r/a = 0.6: 0.19894
normal flux at r/a = 1.5: 0.00057
outer area 0.01: current share 0.100000
outer area 0.10: current share 0.316228
outer area 0.25: current share 0.500000
outer area 0.50: current share 0.707107
ring solver: outer-quarter share 0.50000
ring solver: resistance*a/rho 0.25000
beta = 0.01: outer-quarter share 0.4757
beta = 0.1: outer-quarter share 0.3838
beta = 1: outer-quarter share 0.2791
beta = 100: outer-quarter share 0.2503
EXAMPLE: p-type Ge, rough typical values
temperature: 300 K; radius: 50 um
current: 10 mA; doping: 1.0e+17 cm^-3
mobility: 1000 cm2/Vs; barrier: 0.10 eV
hole masses: 0.33, 0.043 electron masses
resistivity: 0.0624 ohm cm
spreading resistance: 3.121 ohm
contact voltage: 31.21 mV
boundary radius of outer quarter: 43.30 um
width of outer ring: 6.70 um
current in outer quarter: 5.000 mA
current in inner part: 5.000 mA
mean density: 127.3 A/cm2
centre density: 63.7 A/cm2
NEGLECTED EFFECTS
Richardson constant: 44.8 A/(cm2 K2)
contact resistivity: 3.07e-07 ohm cm2
beta of example: 9.83e-04
share change from contact resistivity: -0.00346
resistance change from contact resistivity: 0.29 %
rim field: 159 V/cm (limit 1000 V/cm)
rim interface drop: 0.78 mV; kT/q: 25.85 mV
valence density of states: 4.98e+18 cm^-3
Fermi level above valence edge: 0.1010 eV
Fermi offset minus barrier: 1.03 meV
doping/density of states: 0.0201
intrinsic density/doping: 2.0e-04
hole mean free path: 35.1 nm
ideal current share within one path of rim: 3.75 %
wafer thickness: 500 um
share change from wafer: -3.6e-05
resistance change from wafer: -4.40 %
surface sheet 1e+12 cm^-2 / (doping*radius): 2.0e-03
thermal conductivity: 0.6 W/(cm K)
peak self-heating: 13.00 mK
\end{verbatim}
